\section*{Six-Gaussian fit of the Slater geminal and its residual near coalescence}

\section*{Problem}

Consider as a correlation factor the Slater geminal $f(r)=e^{-r}$, where $r=r_{12}$ is the distance between two electrons in bohr and the exponent is $1\ \mathrm{bohr}^{-1}$. Its two-electron integrals become Gaussian integrals if $f$ is replaced by
\begin{equation}
F(r)=\sum_{i=1}^{6}c_i\,e^{-\alpha_i r^2},\qquad \alpha_i>0 .
\end{equation}
The parameters are found by least squares with the short-range weight $w(r)=r^2e^{-2r^2}$. With the residual $\Delta=f-F$, the quantity to be minimised is
\begin{equation}
J=\int_0^\infty w(r)\,\Delta(r)^2\,dr .
\end{equation}
Consider a stationary point of $J$ in all twelve parameters, with distinct $\alpha_i$ and nonzero $c_i$.

\begin{enumerate}
\item[(a)] Write the stationarity conditions in closed form.
\item[(b)] How many zeros does $\Delta$ have on $r>0$?
\item[(c)] What are the signs of the $c_i$ and of $\Delta(0)$?
\item[(d)] How does $\Delta$ behave as $r\to0$, and what does this mean for the electron cusp?
\item[(e)] Compute the fit and measure the residual near coalescence. How does it depend on the weight and on the number of Gaussians, and how much does the missed cusp matter for $\int_0^\infty r^2F'^2dr$?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Stationarity conditions}

Since $\partial\Delta/\partial c_i=-e^{-\alpha_ir^2}$ and $\partial\Delta/\partial\alpha_i=c_ir^2e^{-\alpha_ir^2}$, the derivatives of $J$ are
\begin{align}
\frac{\partial J}{\partial c_i}&=-2\int_0^\infty w\,\Delta\,e^{-\alpha_ir^2}dr, &
\frac{\partial J}{\partial\alpha_i}&=2c_i\int_0^\infty w\,\Delta\,r^2e^{-\alpha_ir^2}dr .
\end{align}
Both vanish and $c_i\neq0$, so
\begin{equation}
\int_0^\infty w\,\Delta\,e^{-\alpha_ir^2}dr=0,\qquad
\int_0^\infty w\,\Delta\,r^2e^{-\alpha_ir^2}dr=0 .
\label{orth}
\end{equation}

Two kinds of moment are needed. Let $M_n(p)=\int_0^\infty r^ne^{-pr^2}dr$. From $M_0=\tfrac12\sqrt{\pi/p}$ and $M_{n+2}=-dM_n/dp$,
\begin{equation}
M_2(p)=\frac{\sqrt\pi}{4p^{3/2}},\qquad M_4(p)=\frac{3\sqrt\pi}{8p^{5/2}} .
\end{equation}
Let $B_n(p,\gamma)=\int_0^\infty r^ne^{-pr^2-\gamma r}dr$. Completing the square, $pr^2+\gamma r=p(r+\gamma/2p)^2-\gamma^2/4p$, and substituting $y=\sqrt p\,(r+\gamma/2p)$ gives
\begin{equation}
B_0=\frac{e^{\gamma^2/4p}}{\sqrt p}\int_{\gamma/2\sqrt p}^\infty e^{-y^2}dy
=\frac12\sqrt{\frac{\pi}{p}}\;e^{\gamma^2/4p}\,\mathrm{erfc}\!\left(\frac{\gamma}{2\sqrt p}\right).
\end{equation}
For higher $n$, write $re^{-pr^2}=-(2p)^{-1}\,d(e^{-pr^2})/dr$ and integrate by parts:
\begin{equation}
B_n=\left[-\frac{r^{n-1}e^{-\gamma r-pr^2}}{2p}\right]_0^\infty
+\frac1{2p}\int_0^\infty e^{-pr^2}\frac{d}{dr}\!\left(r^{n-1}e^{-\gamma r}\right)dr .
\end{equation}
The boundary term is $1/2p$ for $n=1$ and zero for $n\ge2$. Hence
\begin{equation}
B_1=\frac{1-\gamma B_0}{2p},\qquad
B_n=\frac{(n-1)B_{n-2}-\gamma B_{n-1}}{2p}\quad(n\ge2).
\end{equation}
Inserting $w=r^2e^{-2r^2}$ and $\Delta=f-F$ in (\ref{orth}) gives twelve equations:
\begin{align}
\sum_jc_jM_2(2+\alpha_i+\alpha_j)&=B_2(2+\alpha_i,1),\label{s1}\\
\sum_jc_jM_4(2+\alpha_i+\alpha_j)&=B_4(2+\alpha_i,1).\label{s2}
\end{align}
At their solution $\int w\Delta F\,dr=0$, because $F$ is a combination of the $e^{-\alpha_ir^2}$. Therefore $J=\int w\Delta f\,dr$, or
\begin{equation}
J=B_2(2,2)-\sum_ic_iB_2(2+\alpha_i,1).
\end{equation}

\subsection*{(b) Number of zeros}

Put $x=r^2$, $G(x)=\Delta(\sqrt x)$ and $D=d/dx$. Zeros are counted with multiplicity.

\emph{Upper bound.} The geminal is a superposition of Gaussians with positive density:
\begin{equation}
e^{-\sqrt x}=\int_0^\infty\rho(t)e^{-tx}dt,\qquad
\rho(t)=\frac{e^{-1/(4t)}}{2\sqrt\pi\,t^{3/2}} .
\label{lap}
\end{equation}
To see this, set $t=1/(4s^2)$, for which $t^{-3/2}|dt|=8s^3\,ds/(2s^3)=4\,ds$. With $b=\sqrt x/2$ the right side becomes
\begin{equation}
\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2-b^2/s^2}ds
=\frac{2e^{-2b}}{\sqrt\pi}\int_0^\infty e^{-(s-b/s)^2}ds .
\end{equation}
The substitution $s\to b/s$ turns the last integral into the same one with an extra factor $b/s^2$. The mean of the two forms is $\frac12\int_0^\infty e^{-(s-b/s)^2}(1+b/s^2)ds=\frac12\int_{-\infty}^\infty e^{-y^2}dy=\sqrt\pi/2$, with $y=s-b/s$. The result is $e^{-2b}=e^{-\sqrt x}$.

Next, $(D+\alpha)G=e^{-\alpha x}D(e^{\alpha x}G)$. By Rolle's theorem, applying $D+\alpha$ lowers the number of zeros by at most one. Apply $P(D)=\prod_i(D+\alpha_i)^2$, which has twelve factors. It annihilates every $e^{-\alpha_ix}$ and multiplies $e^{-tx}$ by $\prod_i(\alpha_i-t)^2$, so
\begin{equation}
P(D)G=\int_0^\infty\prod_i(t-\alpha_i)^2\,\rho(t)\,e^{-tx}dt>0 .
\label{pos}
\end{equation}
This has no zero, so $G$ has at most twelve.

\emph{Lower bound.} Take the twelve functions in the order $e^{-\alpha_1x},\,xe^{-\alpha_1x},\,e^{-\alpha_2x},\,xe^{-\alpha_2x},\dots$ A nontrivial combination $h$ of the first $m$ has at most $m-1$ zeros. This follows by induction on $m$, for any space spanned by functions $x^ke^{-\beta x}$ with $k<d_\beta$ and $\sum_\beta d_\beta=m$. For $m=1$, $h$ is a single exponential without zeros. For $m>1$, multiply $h$ by $e^{\beta x}$ for one of the exponents present and differentiate. The result lies in a space of the same kind with $m-1$ functions, and at most one zero has been lost. If it is not identically zero, it has at most $m-2$ zeros, so $h$ has at most $m-1$. If it is identically zero, $h$ is a multiple of $e^{-\beta x}$ and has none.

Suppose now that $G$ changes sign at only $k\le11$ points. The first $k+1$ functions have a nontrivial combination $\varphi$ that vanishes at these $k$ points, since $k$ homogeneous equations for $k+1$ coefficients have a nonzero solution. By the bound just proved, $\varphi$ has no other zeros and these are simple. Thus $\Delta(r)\varphi(r^2)$ never changes sign, and $\int_0^\infty w\,\Delta\,\varphi\,dr\ne0$. But (\ref{orth}) makes this integral zero. Hence there are at least twelve sign changes. With the upper bound, $\Delta$ has exactly twelve zeros $r_1<\dots<r_{12}$, all simple.

The argument uses only that $w>0$ for $r>0$ and that the integrals converge. With $n$ Gaussians it gives $2n$ zeros. If the exponents are prescribed and only the $c_i$ are optimised, the second half of (\ref{orth}) is lost and this conclusion no longer follows.

The extrema are fixed too. Applying $P(D)$ to $DG$ inserts a factor $-t$ in (\ref{pos}), which gives a negative function, so $DG$ has at most twelve zeros. It has one between each pair of neighbouring zeros of $G$ and one beyond the last, because $G\to0$ at infinity. These are already twelve. So $\Delta'$ vanishes once after each $r_k$ before the next, and nowhere in $0<r\le r_1$.

\subsection*{(c) Signs}

Suppose some $c_i\le0$. Apply only the ten factors with $j\ne i$:
\begin{multline}
\prod_{j\ne i}(D+\alpha_j)^2G=\int_0^\infty\prod_{j\ne i}(t-\alpha_j)^2\rho(t)e^{-tx}dt\\
-c_i\prod_{j\ne i}(\alpha_i-\alpha_j)^2e^{-\alpha_ix}>0 .
\end{multline}
Then $G$ would have at most ten zeros, contrary to (b). Every $c_i$ is therefore positive.

At large $r$ every Gaussian is small compared with $e^{-r}$, so $\Delta>0$ there. Going inwards through twelve sign changes, $\Delta$ is again positive on $0<r<r_1$, and by continuity $\Delta(0)\ge0$. The value zero is excluded: $F$ is even and smooth, so $F'(0)=0$ and
\begin{equation}
\Delta'(0^+)=-1,
\label{slope}
\end{equation}
which would make $\Delta$ negative just outside the origin. Hence $\Delta(0)=1-\sum_ic_i>0$: the fit lies below the geminal at coalescence.

\subsection*{(d) Behaviour near coalescence}

For $r>0$ the alternating expansions give
\begin{align}
1-r+\tfrac12r^2-\tfrac16r^3&\le e^{-r}\le1-r+\tfrac12r^2,\\
1-\alpha_ir^2&\le e^{-\alpha_ir^2}\le1-\alpha_ir^2+\tfrac12\alpha_i^2r^4 .
\end{align}
Because $c_i>0$, they combine to
\begin{equation}
Q(r)-\tfrac16r^3-\tfrac12r^4\sum_ic_i\alpha_i^2\le\Delta(r)\le Q(r),
\label{bracket}
\end{equation}
\begin{equation}
Q(r)=\Delta(0)-r+\Big(\tfrac12+\sum_ic_i\alpha_i\Big)r^2 .
\end{equation}
Also $e^{-r}>1-r$ and $F(r)<\sum_ic_i$ give $\Delta(r)>\Delta(0)-r$. At $r=r_1$ this reads $r_1>\Delta(0)$, in bohr.

Equation (\ref{slope}) holds for any finite number of Gaussians. More terms can narrow the region where the slope is wrong, but they cannot correct the slope at $r=0$. To see the consequence, take the singlet pair function $\psi=\frac32-\frac12f$, for which $\psi(0)=1$ and $\psi'(0)=\frac12$. In hartree units the kinetic energy operator acting on a function of $r_{12}$ alone is $-\nabla^2$, and
\begin{equation}
-\nabla^2\psi=\tfrac12\Big(f''+\frac2rf'\Big)=\Big(\frac12-\frac1r\Big)e^{-r}.
\end{equation}
Its $-1/r$ cancels the divergence of the repulsion $\psi/r$. With $F$ in place of $f$, the kinetic term at the origin is $\frac12\nabla^2F(0)=-3\sum_ic_i\alpha_i$, which is finite. The divergence of $\psi/r$ then remains.

\subsection*{(e) Numerical fit}

For given exponents the best $c_i$ follow from linear least squares. The exponents were optimised with $J$ evaluated by Gauss--Legendre quadrature in $\ln r$, starting from $\alpha_i=0.25\cdot4^{\,i-1}$. Newton's method applied to (\ref{s1}) and (\ref{s2}) then gave the final values:

\begin{center}
\begin{tabular}{ccc}
$i$ & $\alpha_i$ (bohr$^{-2}$) & $c_i$\\
1 & 0.220861 & 0.314442\\
2 & 1.004107 & 0.303698\\
3 & 3.621695 & 0.168067\\
4 & 12.164921 & 0.098114\\
5 & 45.870426 & 0.060244\\
6 & 254.402266 & 0.037262
\end{tabular}
\end{center}

Three other geometric starting sequences led to the same $J$ within a relative $10^{-5}$. This supports, but does not prove, that the minimum is global. Its value is $J=6.777\times10^{-10}$ bohr$^3$. Since $\int w\,dr=M_2(2)=0.1567$ bohr$^3$, the weighted root-mean-square error is $\sqrt{6.777\times10^{-10}/0.1567}=6.6\times10^{-5}$, on the scale $f(0)=1$.

At coalescence the error is far larger. The coefficients add up to $0.98183$, so $\Delta(0)=0.0182$, or $1.8\%$ of $f(0)$. The weight does not see this point: $w$ vanishes at $r=0$ and is largest at $r=1/\sqrt2$ bohr. Further values are:

\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $e^{-r}$ & $\Delta$ & $\Delta'$ (bohr$^{-1}$)\\
0 & 1.0000 & $+1.82\times10^{-2}$ & $-1.000$\\
0.01 & 0.9900 & $+9.65\times10^{-3}$ & $-0.707$\\
0.02 & 0.9802 & $+3.94\times10^{-3}$ & $-0.442$\\
0.05 & 0.9512 & $-1.15\times10^{-3}$ & $+0.010$\\
0.10 & 0.9048 & $+4.5\times10^{-4}$ & $-0.004$\\
0.50 & 0.6065 & $+5.3\times10^{-5}$ & $-0.0004$\\
1.00 & 0.3679 & $-9.5\times10^{-6}$ & $-0.0005$\\
3.00 & 0.0498 & $+6.67\times10^{-3}$ & $+0.0075$\\
5.00 & 0.0067 & $+5.48\times10^{-3}$ & $-0.0040$
\end{tabular}
\end{center}

The zeros run from $r_1=0.0331$ to $r_{12}=2.06$ bohr. The slopes of $f$ and $F$ first agree at $r_s=0.0484$ bohr, where $\Delta$ has its first minimum, $-1.2\times10^{-3}$. The following extrema shrink to about $4\times10^{-5}$ between $0.75$ and $0.98$ bohr and then grow again. The last, beyond $r_{12}$, is $9.4\times10^{-3}$.

The coefficient of $r^2$ in $Q$ is $14.92$ bohr$^{-2}$. At $r=0.01$ bohr, $Q=0.01817-0.01000+0.00149=0.00966$, close to the tabulated $0.00965$. The quadratic form cannot locate $r_1$, however. Its discriminant is $1-4(14.92)(0.01817)=-0.08$, so $Q$ has no real zero, and the first zero of $\Delta$ depends on the higher terms.

\emph{Effect of the weight.} Six-term fits with two other weights show what each factor of $w$ does:

\begin{center}
\begin{tabular}{cccc}
$w$ & $\Delta(0)$ & $r_1$ (bohr) & $\max|\Delta|$, $r\ge3$ bohr\\
$r^2$ & 0.0604 & 0.1103 & $6.1\times10^{-5}$\\
$r^2e^{-2r^2}$ & 0.0182 & 0.0331 & $9.4\times10^{-3}$\\
$e^{-2r^2}$ & 0.0031 & 0.0042 & $2.1\times10^{-2}$
\end{tabular}
\end{center}

The damping $e^{-2r^2}$ lowers $\Delta(0)$ by a factor of $3.3$. Removing the volume factor $r^2$ as well lowers it by a further factor of $5.9$. The price is paid at long range. With $w=r^2e^{-2r^2}$ the fit is $13\%$ below $f$ at 3 bohr, and at 5 bohr it retains only $19\%$ of $f$.

\emph{Effect of the number of Gaussians.} With the original weight, $n=3,4,5,6$ terms give $\Delta(0)=0.070$, $0.043$, $0.027$, $0.018$ and $r_1=0.127$, $0.077$, $0.050$, $0.033$ bohr. The cusp region shrinks while the initial slope error stays at $-1$.

\emph{A kinetic-type integral.} From $F'=-2r\sum_ic_i\alpha_ie^{-\alpha_ir^2}$,
\begin{equation}
\int_0^\infty r^2F'^2dr=4\sum_{ij}c_ic_j\alpha_i\alpha_jM_4(\alpha_i+\alpha_j)=0.2573\ \mathrm{bohr},
\end{equation}
against the exact $\int_0^\infty r^2e^{-2r}dr=2/2^3=0.25$ bohr. The error is $0.0073$ bohr, or $2.9\%$ of the exact value. Since $F'=f'-\Delta'$,
\begin{equation}
\int_0^\infty r^2(F'^2-f'^2)dr=\int_0^\infty r^2\Delta'^2dr-2\int_0^\infty r^2f'\Delta'dr .
\end{equation}
The part of the first term from $r<r_s$, found by quadrature, is $1.86\times10^{-6}$ bohr. For the second, $|f'|\le1$ and the Cauchy--Schwarz inequality give
\begin{equation}
2\left|\int_0^{r_s}r^2f'\Delta'dr\right|
\le2\sqrt{\frac{r_s^3}{3}\,(1.86\times10^{-6})}
=1.7\times10^{-5}\ \mathrm{bohr}.
\end{equation}
The contribution of the missed cusp is thus at most $1.9\times10^{-5}$ bohr in magnitude, a bound of about $0.3\%$ of the error. Its sign is opposite to that of the total error: for $r<r_s$ one has $\Delta'<0$, and $F'<0$ because $c_i>0$, so $f'<F'<0$ and $F'^2<f'^2$. Although the slope is wrong by its full value at $r=0$, the volume element makes that region nearly irrelevant to this integral. The excess therefore arises beyond $r_s$. Quadrature of $r^2(F'^2-f'^2)$ gives $-9.5\times10^{-6}$ bohr from $r<r_s$ and $+1.1\times10^{-5}$ bohr from $r_s<r<r_{12}$. The range from $r_{12}$ to the last extremum of $\Delta$, at $3.73$ bohr, gives $+9.4\times10^{-3}$ bohr, and the range beyond it gives $-2.2\times10^{-3}$ bohr. The error thus comes from the tail, which the damped weight neglects; for the fit with $w=r^2$ it is only $-9\times10^{-5}$ bohr. The integral contains no orbital pair density, so the $2.9\%$ is not an estimate of the error of a correlation energy.
